\section*{Does Surface Area Limit the Thermal Emission of a Small Sphere?}

\section{The argument under review}

The argument concerns a sphere of radius $a$ at temperature $T$ in cold vacuum. It runs as follows. A surface element emits at most $\pi B_\omega$ per unit area and angular frequency, where $B_\omega$ is the blackbody radiance. The sphere has area $4\pi a^2$, so its spectral power cannot exceed
\begin{equation}
P_\omega^{\rm black}=4\pi a^2\,\pi B_\omega=4\pi(\pi a^2)B_\omega .
\label{black}
\end{equation}
An absorption cross-section above $\pi a^2$ would then contradict either Kirchhoff's law or the second law.

The first premise belongs to ray optics: it assigns to each surface element its own independent beam. A sphere smaller than the wavelength has no such beams. Its emission has to be computed from its fluctuating charges, and the question is whether $\pi a^2$ appears in the result.

\section{Emission computed from the sources}

Fields vary as $e^{-i\omega t}$, $k=\omega/c=2\pi/\lambda$ and $x=ka$. The sphere is isothermal, isolated and nonmagnetic, with permittivity $\varepsilon=\varepsilon'+i\varepsilon''$, $\varepsilon''>0$. Spectra are one-sided, so that a mean square is $\int_0^\infty S\,d\omega$. With $n=1/(e^{\hbar\omega/k_BT}-1)$, the mode density $\omega^2/(\pi^2c^3)$ times the mode energy $\hbar\omega n$ times $c/4\pi$ gives the radiance
\begin{equation}
B_\omega=\frac{\hbar\omega^3 n}{4\pi^3c^2}.
\end{equation}

The starting point is the fluctuation-dissipation theorem: a coordinate with susceptibility $\chi$ has the spectrum $(\hbar/\pi)\chi''(1+2n)$. The thermal part, $2\hbar\chi''n/\pi$, feeds the emission. A volume element $dV$ has dipole susceptibility $\varepsilon_0(\varepsilon-1)dV$, and different elements fluctuate independently. Each component of the total noise dipole $p_N$ of the volume $V=4\pi a^3/3$ therefore has the spectrum
\begin{equation}
S_N=\frac{2\hbar}{\pi}\varepsilon_0\varepsilon''Vn .
\end{equation}

The noise also polarizes the sphere. Averaging the polarization over the volume gives $p=\varepsilon_0(\varepsilon-1)V\bar E+p_N$, where $\bar E$ is the mean internal field. It has two parts.

\emph{Static part.} The mean over the sphere of the field of a charge $q$ at $\mathbf s$ is minus the field at $\mathbf s$ of a uniform charge density $q/V$, that is $-q\mathbf s/(3\varepsilon_0V)$. Summed over a neutral set of charges, this is $-\mathbf p/(3\varepsilon_0V)$.

\emph{Radiation reaction.} A field $i\kappa p$ does work on the dipole at the rate $\tfrac12{\rm Re}[(i\kappa p)^*(-i\omega p)]=-\tfrac12\kappa\omega|p|^2$. This must supply the radiated power $\omega^4|p|^2/(12\pi\varepsilon_0c^3)$, so $\kappa=k^3/(6\pi\varepsilon_0)$.

In-phase corrections of relative order $x^2$ are left out here and restored below. Inserting $\bar E$ gives
\begin{equation}
p\left[\frac{\varepsilon+2}{3}-\frac{ik^3V(\varepsilon-1)}{6\pi}\right]=p_N .
\end{equation}
With $\alpha_0=3V(\varepsilon-1)/(\varepsilon+2)=4\pi a^3(\varepsilon-1)/(\varepsilon+2)$ and $\eta=k^3\alpha_0/6\pi$, this becomes
\begin{equation}
p=\frac{3}{\varepsilon+2}\,\frac{p_N}{1-i\eta}.
\end{equation}
Since $(\varepsilon-1)/(\varepsilon+2)=1-3/(\varepsilon+2)$, one has ${\rm Im}\,\alpha_0=9V\varepsilon''/|\varepsilon+2|^2$. Each component of $p$ thus has the spectrum
\begin{equation}
S_p=\frac{2\hbar\varepsilon_0n}{\pi}\,\frac{{\rm Im}\,\alpha_0}{|1-i\eta|^2}.
\end{equation}
A real dipole radiates $\langle\ddot p^2\rangle/(6\pi\varepsilon_0c^3)$, and there are three components:
\begin{equation}
P_\omega=\frac{3\omega^4S_p}{6\pi\varepsilon_0c^3}
=\frac{\hbar\omega^4n}{\pi^2c^3}\,\frac{{\rm Im}\,\alpha_0}{|1-i\eta|^2}.
\label{emit}
\end{equation}

Now let a plane wave $E_0$ fall on the same sphere, without noise. The same balance gives $p=\varepsilon_0\alpha E_0$ with $\alpha=\alpha_0/(1-i\eta)$. Dividing the work done by the wave, $\tfrac12\omega\varepsilon_0|E_0|^2{\rm Im}\,\alpha$, and the scattered power by the intensity $\tfrac12\varepsilon_0c|E_0|^2$, and subtracting, gives
\begin{equation}
\sigma_{\rm abs}=k\,{\rm Im}\,\alpha-\frac{k^4|\alpha|^2}{6\pi}.
\label{abs}
\end{equation}
Because ${\rm Im}\,\alpha=({\rm Im}\,\alpha_0+k^3|\alpha_0|^2/6\pi)/|1-i\eta|^2$, the scattering term cancels and $\sigma_{\rm abs}=k\,{\rm Im}\,\alpha_0/|1-i\eta|^2$. Equation (\ref{emit}) is then
\begin{equation}
P_\omega=\frac{\hbar\omega^3n}{\pi^2c^2}\sigma_{\rm abs}=4\pi\sigma_{\rm abs}B_\omega .
\label{kirchhoff}
\end{equation}
Comparison with (\ref{black}) shows that the ratio to a black surface of equal area is $Q=\sigma_{\rm abs}/(\pi a^2)$. Nothing so far requires $Q\le1$.

The second law is not threatened. In isotropic radiation at its own temperature the sphere absorbs $4\pi\sigma_{\rm abs}B_\omega$, which is what it emits. The same balance extends (\ref{kirchhoff}) to spheres of any size: if it failed in some band, a lossless filter passing that band would let heat flow between bodies at equal temperature.

\section{The limit that does apply}

Outside a sphere of any size, the electric-dipole part of the field has the radial form $j_1(kr)-a_1h_1(kr)$, with $h_1=j_1+iy_1$ the outgoing spherical Hankel function. Since $j_1=\tfrac12(h_1+h_1^*)$,
\begin{equation}
j_1-a_1h_1=\tfrac12\left[h_1^*+(1-2a_1)h_1\right].
\end{equation}
The incoming wave has unit relative amplitude and the outgoing wave $1-2a_1$. The absorbed fraction is
\begin{equation}
\mathcal E=1-|1-2a_1|^2=4({\rm Re}\,a_1-|a_1|^2)\le1 .
\end{equation}
The scattered part is a dipole field, so (\ref{abs}) holds with an effective polarizability defined by $a_1=-ik^3\alpha/6\pi$. Then $k\,{\rm Im}\,\alpha=(6\pi/k^2){\rm Re}\,a_1$ and $k^4|\alpha|^2/6\pi=(6\pi/k^2)|a_1|^2$, hence
\begin{equation}
\sigma_{\rm abs}^{\rm dip}=\frac{3\pi}{2k^2}\,\mathcal E=\frac{3\lambda^2}{8\pi}\,\mathcal E\le\frac{3\lambda^2}{8\pi}.
\label{limit}
\end{equation}
The radius has dropped out: what limits the dipole part is how much dipole wave the incident field brings in. At equality, (\ref{kirchhoff}) gives $P_\omega=3\hbar\omega n/2\pi$, or $\hbar\omega n/2\pi$ for each of three dipole orientations. Other multipoles add their own contributions, so (\ref{limit}) does not bound the total cross-section.

\section{Resonance is necessary but not sufficient}

For $x\ll1$ and $\varepsilon$ near $-2$, put $\varepsilon-1\approx-3$. Then
\begin{equation}
\alpha=\frac{4\pi a^3(\varepsilon-1)}{\varepsilon+2-\tfrac{2i}{3}x^3(\varepsilon-1)}
\approx\frac{-12\pi a^3}{\delta+i(\varepsilon''+2x^3)},\qquad \delta=\varepsilon'+2 .
\end{equation}
Absorption ($\varepsilon''$) and radiation ($2x^3$) add as damping. Inserting this in (\ref{abs}), with $D=\varepsilon''+2x^3$ and $ka^3=x^3/k^2$,
\begin{equation}
\sigma_{\rm abs}=\frac{12\pi ka^3(D-2x^3)}{\delta^2+D^2}
=\frac{3\pi}{2k^2}\,\frac{4(2x^3)\varepsilon''}{\delta^2+D^2}.
\end{equation}
At resonance, $\delta=0$, and with $u=2x^3/\varepsilon''$,
\begin{equation}
\mathcal E=\frac{4u}{(1+u)^2},\qquad Q=\frac{3\mathcal E}{2x^2}.
\label{match}
\end{equation}
The limit is reached when the two dampings are equal, $u=1$. A smaller sphere radiates too weakly. A larger one scatters most of what it takes up.

The largest ratio to area lies elsewhere. At fixed $\varepsilon''$, $Q\propto x/(1+u)^2$ with $du/dx=3u/x$. The derivative vanishes when $1+u=6u$, so $u=1/5$ and $\mathcal E=5/9$, at a radius $(1/5)^{1/3}=0.585$ of the matched one. For $u\ll1$, $Q\approx12x/\varepsilon''$, which falls below one when $x<\varepsilon''/12$. Very small lossy spheres therefore do emit less than (\ref{black}), even on resonance.

The omitted $x^2$ terms shift the resonance. Continuity of the tangential magnetic and electric fields requires, with $z=\sqrt\varepsilon\,x$ and primes denoting derivatives with respect to the argument,
\begin{align}
j_1(x)-a_1h_1(x)&=Cj_1(z),\\
[xj_1(x)]'-a_1[xh_1(x)]'&=\frac{C}{\varepsilon}[zj_1(z)]' .
\end{align}
Eliminating $C$,
\begin{equation}
a_1=\frac{\varepsilon j_1(z)[xj_1(x)]'-j_1(x)[zj_1(z)]'}{\varepsilon j_1(z)[xh_1(x)]'-h_1(x)[zj_1(z)]'} .
\label{mie}
\end{equation}
For real $\varepsilon$ this has the form $N/(N+iM)$, where $M$ is $N$ with $j_1(x)$ replaced by $y_1(x)$. Resonance is $M=0$. The expansions needed are $j_1(z)\approx\frac z3(1-\frac{z^2}{10})$, $[zj_1]'\approx\frac{2z}3(1-\frac{z^2}5)$, $y_1\approx-\frac1{x^2}(1+\frac{x^2}2)$ and $[xy_1]'\approx\frac1{x^2}(1-\frac{x^2}2)$. They give
\begin{equation}
\varepsilon+2+x^2\left(1-\frac{9\varepsilon}{10}-\frac{\varepsilon^2}{10}\right)=0
\;\Rightarrow\;\varepsilon\approx-2-\frac{12}{5}x^2 ,
\end{equation}
where $\varepsilon=-2$ was used in the bracket.

\section{A polar crystal sphere}

Take a model crystal with photon energy $E=\hbar\omega$ and
\begin{equation}
\varepsilon=\varepsilon_\infty+\frac{\varepsilon_\infty(E_L^2-E_T^2)}{E_T^2-E^2-i\Gamma E},
\end{equation}
with $E_T=99$, $E_L=120$ and $\Gamma=0.6$ meV, $\varepsilon_\infty=6.7$ and $T=300$ K. These are rough values in the regime of silicon carbide. The model is isotropic, as only the cubic polytype is. In the hexagonal 4H and 6H polytypes the phonon energies depend on polarization. Treating each axis separately with rough parameters splits the dipole resonance by 0.7 to 0.9 meV, comparable to the line width found below. The orientation-averaged $\mathcal E$ then peaks near 0.8, and $Q$ at the matched radius found below is near 7 instead of 8.5.

The numerator is $6.7(120^2-99^2)\approx30\,800$ meV$^2$. Without damping, $\varepsilon=-2$ at $E=(99^2+30\,800/8.7)^{1/2}\approx115.5$ meV, where $\varepsilon''\approx0.17$. Matching then gives $x=(0.17/2)^{1/3}\approx0.44$ and $a\approx0.75\,\mu$m. A numerical maximization of $\mathcal E$ from (\ref{mie}) over energy and radius, started from this point, gives instead $114.8$ meV and $a=0.720\,\mu$m, with $\lambda=10.80\,\mu$m, $x=0.419$ and $\varepsilon=-2.44+0.19i$. The shift formula gives $\varepsilon'\approx-2.42$. The matching condition also moves with size: here $\varepsilon''$ is 1.27 times $2x^3$, so $u=2x^3/\varepsilon''$ equals 0.79 rather than 1. At this point
\begin{equation}
\frac{3\lambda^2}{8\pi}=13.9\ \mu{\rm m}^2,\qquad \pi a^2=1.63\ \mu{\rm m}^2,\qquad Q=8.5 .
\end{equation}
Summing all multipoles raises the cross-section by only 0.2\%.

Per unit photon energy the limiting power is $P_\omega/\hbar=3En/h$. With $n=0.0119$ this is 159 pW/meV, against 18.6 pW/meV for a black surface of equal area. The excess is confined to two narrow bands. The weaker one, near 96.8 meV, is a magnetic-dipole resonance at large $\varepsilon$, where $Q$ reaches 2.9. For the main line, $\varepsilon''/(d\varepsilon'/dE)\approx\Gamma/2$ near resonance, and the full width in $\delta$ is $2D=4\varepsilon''$ at matching, so the width in energy is about $2\Gamma=1.2$ meV; the Mie value is 1.17 meV. Integrated over the spectrum, the sphere emits 372 pW and the black surface 2994 pW. The total emissivity is 0.12, although the spectral ratio exceeds eight. About 98\% of this power lies between 90 and 125 meV. The single oscillator omits multiphonon absorption; adding, as an illustration, $\varepsilon''=0.05$ between 130 and 240 meV raises the total to 382 pW and the emissivity to 0.13.

Changing only the radius, the peak $Q$ between 100 and 122 meV is 0.82 at $0.02\,\mu$m, 4.1 at $0.10\,\mu$m, 12.9 at $0.40\,\mu$m and 6.8 at $0.80\,\mu$m. The largest dipole $Q$ is 13.1, at $0.445\,\mu$m with $\mathcal E=0.59$, near the small-sphere value $5/9$. Lower loss raises the ratio at matching: with $\Gamma$ reduced hypothetically by 10 and by 100, and the radius matched again, $Q$ becomes 37 and 168.

In real silicon carbide the damping depends on temperature and crystal quality. Doubling $\Gamma$ at fixed radius lowers the peak $Q$ from 8.6 to 7.6. The peak $\mathcal E$ falls to 0.89, the value of $4u/(1+u)^2$ at $u=1/2$ when $u$ is read as the ratio of the actual radiative and absorptive dampings. The small-sphere expression $2x^3/\varepsilon''$ is not accurate at this size: it gives 0.395 and would predict 0.81. Free carriers at a density of $10^{17}$ cm$^{-3}$, with a Drude response for a rough mass of 0.4 electron masses and mobility of 300 cm$^2$/Vs, change the peak $Q$ at the matched radius by less than 0.1\%, lower it by 0.4\% at $0.445\,\mu$m and by 0.7\% at $0.10\,\mu$m, and raise the total power of the matched sphere to 375 pW. For a rough conductivity $\kappa=300$ W/(m\,K), the internal temperature difference is of order $P/(4\pi\kappa a)\sim10^{-7}$ K, where $P$ is the total power, so the sphere is isothermal. It does not stay hot unaided: with a rough heat capacity of 2.2 J/(cm$^3$\,K) it starts to cool at about 100 K/s. A supporting substrate would break the assumption of isolation, and its effect is not estimated here.

\section{What survives of the argument}

The area rule is recovered for large absorbing bodies. For $\varepsilon=2+i$, averaging one minus the Fresnel reflectance over the illuminated disk gives $Q=0.89$. The full multipole sum gives 0.98 at $x=50$ and 0.92 at $x=200$, approaching the ray value. At finite size $Q$ can still slightly exceed one: a weakly reflecting sphere with $\varepsilon=1.3+0.3i$ has $Q=1.04$ at $x=50$, falling to 0.98 at $x=200$. The area rule is therefore a limit for bodies much larger than the wavelength, not a strict bound. For a subwavelength sphere, $\pi a^2$ in (\ref{black}) must be replaced by $\sigma_{\rm abs}$, whose dipole part obeys (\ref{limit}).
